# The Mermin-Kohn-Sham equations: orbitals and occupations at finite temperature, part 2

Electrons at temperature $\tau=k_BT>0$ exchange particles with a reservoir at chemical potential $\mu$. Which one-electron equation do the orbitals obey, and how strongly is each occupied? The first answer is (10) below; the occupations remain to be found.

Hartree atomic units are used, with entropies in units of $k_B$. $\hat T$, $\hat W$ and $v$ are the kinetic energy, electron repulsion and external potential; $u=v-\mu$ and $\hat K=\hat T+\hat W+\int u\,\hat n\,d^3r$. Tr is the trace over Fock space, tr over one-electron states. A statistical operator $\rho$ has entropy $S[\rho]=-\mathrm{Tr}\,\rho\ln\rho$ and $\Omega[\rho]=\mathrm{Tr}\,\rho\hat K-\tau S[\rho]$. Assumption (a): $Z=\mathrm{Tr}\,e^{-\hat K/\tau}$ is finite. With $\rho_0=e^{-\hat K/\tau}/Z$ and $\Omega_0=-\tau\ln Z$, the Gibbs inequality is

$$\Omega[\rho]-\Omega_0=\tau\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_0)\ \ge 0. \tag{2}$$

Mermin's inequality for $u\ne u'$ with equilibrium densities $n,n'$ is $\int(u-u')(n-n')\,d^3r<0$.

At given density $n$, $F[n]=\min_{\rho\to n}\{\mathrm{Tr}\,\rho(\hat T+\hat W)-\tau S[\rho]\}$, and

$$F_s[n]=\min_{\rho\to n}\big\{\mathrm{Tr}\,\rho\hat T-\tau S[\rho]\big\},\qquad F_{xc}[n]=F[n]-F_s[n]-E_H[n], \tag{4}$$

with $E_H=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$.

The one-body density matrix is $\gamma=\sum_if_i|\phi_i\rangle\langle\phi_i|$, with orthonormal spin orbitals $\phi_i$, occupations $0\le f_i\le1$, number operators $\hat n_i$ and kinetic energy $T_s$. Filling each orbital independently with probability $f_i$ gives the ensemble $\sigma_\gamma$:

$$\ln\sigma_\gamma=\sum_i\big[\hat n_i\ln f_i+(1-\hat n_i)\ln(1-f_i)\big]. \tag{5}$$

Its entropy is $S_s=\sum_is(f_i)$, $s(f)=-f\ln f-(1-f)\ln(1-f)$, and every $\rho$ with this $\gamma$ has $S[\rho]\le S_s$. Then

$$\Omega_0=\min_{\{\phi_i,f_i\}}\Omega,\qquad \Omega=E-\tau S_s-\mu\sum_if_i,\qquad E=T_s+\int v\,n+E_H[n]+F_{xc}[n]. \tag{7}$$

Assumption (b): this minimum is attained, and there $F_{xc}$ has a functional derivative $v_{xc}$. With $v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$,

$$\delta E=\mathrm{tr}(h\,\delta\gamma),\qquad h=-\tfrac12\nabla^2+v+v_H+v_{xc}. \tag{8}$$

Write $h_{ij}=\langle\phi_i|h|\phi_j\rangle$. Mixing $\phi_i$ and $\phi_j$ through an angle $x$ with phase $\alpha$, $\phi_i'=\cos x\,\phi_i+e^{i\alpha}\sin x\,\phi_j$, $\phi_j'=-e^{-i\alpha}\sin x\,\phi_i+\cos x\,\phi_j$, gives

$$\frac{d\Omega}{dx}\Big|_{x=0}=2(f_i-f_j)\,\mathrm{Re}\big(e^{i\alpha}h_{ij}\big). \tag{9}$$

At the minimum the orbitals can be chosen so that

$$\big(-\tfrac12\nabla^2+v+v_H+v_{xc}\big)\phi_i=\varepsilon_i\phi_i. \tag{10}$$

## Varying the occupations

Change one $f_i$ at fixed orbitals: $\delta\gamma=|\phi_i\rangle\langle\phi_i|\,\delta f_i$. Equation (8) gives $\partial E/\partial f_i=h_{ii}$, equal to $\varepsilon_i$ once (10) holds; this is Janak's relation. The entropy gives

$$\frac{ds}{df}=-\ln f-1+\ln(1-f)+1=-\ln\frac{f}{1-f},$$

where the last $+1$ comes from $-(1-f)\cdot\frac{-1}{1-f}$. Therefore

$$\frac{\partial\Omega}{\partial f_i}=h_{ii}-\mu+\tau\ln\frac{f_i}{1-f_i}. \tag{11}$$

A minimum on the interval $[0,1]$ could lie at an end, where the derivative need not vanish. Here it cannot: for finite $h_{ii}$ the slope (11) tends to $-\infty$ as $f_i\to0$ and to $+\infty$ as $f_i\to1$, so $\Omega$ falls on moving inward from either end. At $\tau>0$ every orbital is partly occupied and (11) is zero. With $y_i=(\varepsilon_i-\mu)/\tau$, this means $f_i/(1-f_i)=e^{-y_i}$, so $f_i(1+e^{-y_i})=e^{-y_i}$; multiplying by $e^{y_i}$,

$$f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/\tau}}. \tag{12}$$

Equations (10) and (12), with $n=\sum_if_i\sum_s|\phi_i|^2$, are the Mermin-Kohn-Sham equations. They are solved self-consistently, since $h$ depends on $n$. If the average electron number $N$ is prescribed, $\sum_if_i=N$ fixes $\mu$. Since (12) is strictly monotonic in $\varepsilon_i$, two orbitals have equal occupation exactly when they are degenerate.

Equation (11) balances the energy cost $\varepsilon_i-\mu$ of moving charge from the reservoir into orbital $i$ against the entropy gain. Inserting (12) into (5) and regrouping, $\ln\sigma_\gamma=\sum_i\hat n_i\ln\frac{f_i}{1-f_i}+\sum_i\ln(1-f_i)=-\sum_i y_i\hat n_i+\text{const}$. So $\sigma_\gamma$ is the thermal state of noninteracting electrons in the potential $v+v_H+v_{xc}$, at the same $\tau$ and $\mu$, and under (a) and (b) it has the density of the interacting system. The $f_i$ belong to this auxiliary system; they need not be the eigenvalues of the true one-body density matrix.

The minimizer satisfies (10) and (12), but a solution of these equations is only a stationary point of (7). Differentiating (11) once more at fixed orbitals, with $\frac{d}{df}\ln\frac{f}{1-f}=\frac1f+\frac1{1-f}$,

$$\frac{\partial^2\Omega}{\partial f_i^2}=\frac{\tau}{f_i(1-f_i)}+\iint n_i(\mathbf r)\Big[\frac{1}{|\mathbf r-\mathbf r'|}+\frac{\delta v_{xc}(\mathbf r)}{\delta n(\mathbf r')}\Big]n_i(\mathbf r'),$$

with $n_i=\sum_s|\phi_i|^2$. The entropy and Coulomb terms are positive. The last term can be negative: LDA exchange is proportional to $-\int n^{4/3}$, whose second derivative is negative. Whether a self-consistent solution is a minimum has to be examined case by case.

## Free energy, chemical potential and entropy

Define $A=\Omega+\mu N=E-\tau S_s$ at the solution, with $N$ the grand-canonical average. From (10), $\sum_if_i\varepsilon_i=\mathrm{tr}(h\gamma)=T_s+\int vn+2E_H+\int v_{xc}n$, because $\int v_Hn=2E_H$. Solving for $T_s+\int vn$ and inserting in (7),

$$A=\sum_if_i\varepsilon_i-E_H+F_{xc}-\int v_{xc}\,n-\tau S_s. \tag{13}$$

The orbital sums combine. With $L_i=\ln(1+e^{-y_i})$, (12) gives $\ln(1-f_i)=-L_i$ and $\ln f_i=-y_i-L_i$, so $-s(f_i)=-f_iy_i-L_i$ and

$$\Omega_s\equiv\sum_if_i(\varepsilon_i-\mu)-\tau S_s=-\tau\sum_i\ln\big(1+e^{-(\varepsilon_i-\mu)/\tau}\big), \tag{14}$$

the grand potential of an ideal Fermi system with levels $\varepsilon_i$.

Follow the solution $\gamma(N)$ near $N_0$, where the chemical potential is $\mu_0$. Write $A(N)=\Omega_{\mu_0}[\gamma(N)]+\mu_0N$. The first term is stationary in $\gamma$ at $N_0$, so $dA/dN=\mu_0$. Changing $\tau$ at fixed $N$, the change of $\gamma$ again contributes nothing at first order, and only the explicit dependence in (7) remains:

$$\frac{dA}{d\tau}\Big|_N=-S_s+\frac{\partial F_{xc}}{\partial\tau}\Big|_n .$$

The same argument applied to $\Omega[\rho]$ in (2), whose explicit dependence on $\tau$ is $-\tau S[\rho]$, gives $dA/d\tau=-S$ with $S=S[\rho_0]$ the physical entropy. For the exact functional the two expressions for $A$ coincide at every $\tau$, so

$$S=S_s-\frac{\partial F_{xc}}{\partial\tau}\Big|_n. \tag{15}$$

$S_s$ is thus not the entropy of the interacting electrons. If $F_{xc}$ is replaced by a ground-state functional $E_{xc}[n]$, the last term is lost and the approximate theory has $dA/d\tau=-S_s$.

## Low temperature

As $\tau\to0$, (12) tends to 1 for $\varepsilon_i<\mu$ and to 0 for $\varepsilon_i>\mu$. Suppose $N$ electrons exactly fill the levels up to $\varepsilon_H$ (degeneracy $g_H$), and a gap large compared with $\tau$ separates it from $\varepsilon_L$ (degeneracy $g_L$). Suppose also that all other levels lie many $\tau$ below $\varepsilon_H$ or above $\varepsilon_L$, so that their holes and electrons are exponentially fewer and can be neglected. Then the holes below must equal the electrons above: $g_H(1-f_H)=g_Lf_L$. When both are small, $1-f_H\approx e^{-(\mu-\varepsilon_H)/\tau}$ and $f_L\approx e^{-(\varepsilon_L-\mu)/\tau}$. Taking logarithms and multiplying by $\tau$ gives $\tau\ln g_H-\mu+\varepsilon_H=\tau\ln g_L-\varepsilon_L+\mu$, so

$$\mu\approx\tfrac12(\varepsilon_H+\varepsilon_L)-\tfrac{\tau}{2}\ln\frac{g_L}{g_H}. \tag{16}$$

Then $S_s\to0$ and ground-state Kohn-Sham theory with integer occupations returns. If instead a shell that stays degenerate is filled to a fraction $p$, (11) gives $\mu=\varepsilon+\tau\ln[p/(1-p)]\to\varepsilon$, and each orbital of the shell keeps the entropy $s(p)$.

## A model with the exact functional

For spinless fermions on a chain of four sites, with hopping $t=1$, neighbour repulsion $V=2$, $\tau=0.5$, $\mu=1$ and site potentials $v=(-0.5,0.5,0,1)$, all in units of $t$, Fock space has 16 states and $F$, $F_s$ and $F_{xc}$ can be computed without approximation. Here $E_H=V\sum_jn_jn_{j+1}$, so on the first site $v_H=Vn_2=2\times0.18461=0.36922$. The potential $v_{xc}$ comes from finite differences of $F_{xc}$ at the exact density $(0.82561, 0.18461, 0.63239, 0.27949)$. Solving (10) and (12) once in this potential returns the same density, so it is self-consistent. The levels $-0.50361$, $0.10736$, $2.08217$, $3.30489$ have occupations $0.95290$, $0.85635$, $0.10300$, $0.00986$, which give

$$\sum_if_i(\varepsilon_i-\mu)=-1.4328-0.7644+0.1115+0.0227=-2.0630 .$$

With $v_{xc}=(0.19034,-0.94474,-0.13778,-0.59522)$, $\sum_jv_{xc,j}n_j=0.15715-0.17441-0.08713-0.16636=-0.27075$. With $\tau S_s=0.5\times0.98839=0.49420$, $E_H=0.89181$ and $F_{xc}=-0.57253$, (13) minus $\mu N$ gives

$$\Omega=-2.0630-0.4942-0.8918-0.5725+0.2707=-3.7508,$$

equal to the exact $-\tau\ln Z$. For the entropy, (15) reads $0.98839-0.45155=0.53684$, the exact value. In this strongly interacting model $S_s$ exceeds $S$ by 84% of $S$. The bound $S[\rho]\le S_s$ does not decide the sign of this difference, since it refers to the density matrix of $\rho_0$ and not to the Kohn-Sham one.

## Worked example: a hot beryllium atom

Take Be, $N=4$, in the 6-31G basis of 9 spatial functions, with the ground-state LDA (Slater exchange, VWN5 correlation) in place of $F_{xc}$, at $\tau=0.05$ hartree, about 15 800 K or 1.36 eV. Both spins share the same orbitals and occupations, so each sum over spin orbitals is twice a sum over spatial orbitals. The basis makes assumption (a) true, and the thermal numbers belong to this basis, not to a free atom. Five or six decimals are kept to check identities; they do not measure physical accuracy. In the larger aug-cc-pVQZ basis the integer-occupation energy given below falls by 0.006 hartree and its 2s and 2p levels by 0.010 and 0.014 hartree; at $\tau=0.05$, $\mu$ moves from $-0.174$ to $-0.221$ hartree, $f_{2s}$ from 0.653 to 0.611 and $S_s$ from 3.45 to 4.27, and the thermal values keep drifting as diffuse functions are added.

Self-consistency gives $\mu=-0.174118$ hartree ($-4.74$ eV) and:

| level | $\varepsilon$ (hartree) | $f$ | $s(f)$ |
|---|---|---|---|
| 1s | $-3.84978$ | 1.000000 | 0.000000 |
| 2s | $-0.20563$ | 0.652532 | 0.645865 |
| 2p (three) | $-0.07236$ | 0.115559 | 0.357982 |
| next three | $0.24516$ | 0.000228 | 0.002141 |
| last | $0.28305$ | 0.000107 | 0.001084 |

For 2s, $y=(-0.20563+0.174118)/0.05=-0.6302$ and $f=1/(1+e^{-0.6302})=0.6525$. For 2p, $y=(-0.07236+0.174118)/0.05=2.0352$ and $f=1/(1+e^{2.0352})=0.1156$. The electron number is

$$2\,(1+0.652532+3\times0.115559+3\times0.000228+0.000107)=4.000000 .$$

The 2s entropy is $-0.652532\ln0.652532-0.347468\ln0.347468=0.27856+0.36730=0.64586$, and

$$S_s=2\,(0.645865+3\times0.357982+3\times0.002141+0.001084)=3.4546,\qquad \tau S_s=0.17273 .$$

The four levels of positive energy hold $2(3\times0.000228+0.000107)=0.0016$ electrons. They are all this basis offers in place of the higher bound levels and the continuum, whose weight in open space grows with the volume. The number is small only because the basis is: in aug-cc-pVQZ the levels above 2p hold 0.17 electrons at this $\tau$.

From its parts, in hartree, $E=T_s+\int vn+E_H+E_{xc}=14.492677-33.442450+7.124410-2.522028=-14.34739$, and $A=E-\tau S_s=-14.52012$, or $-395.1$ eV. Equation (13), with $\sum f\varepsilon=-8.017690$ and $\int v_{xc}n=-3.316736$, gives

$$A=-8.017690-7.124410-2.522028+3.316736-0.172732=-14.520124 .$$

With $\mu N=-0.696473$, $\Omega=A-\mu N=-13.823651$, and the left side of (14) is $-8.017690+0.696473-0.172732=-7.493949$, the value of the logarithmic sum. Finite differences give $dA/dN=-0.174118$, $-dA/d\tau=3.4546$, and $\partial E/\partial f=-0.205628$ for 2s and $-0.072359$ for 2p, matching $\mu$, $S_s$ and the eigenvalues.

An independent search minimizes (7) at this $\mu$ over real, spin-restricted $\gamma$, with numerical gradients and without using $h$ or (12). From a start at $\Omega=-6.34$ it reaches $-13.8236508$ hartree, $N=4.0000$ and occupations 0.6525 and 0.1156. The self-consistent solution is thus the point this descent finds; one start does not prove that the minimum is global.

With integer occupations the energy is $E_0=-14.440265$ hartree. Heating raises $E$ by 0.093 hartree (2.53 eV), while $A$ lies 0.080 hartree (2.17 eV) below $E_0$ (0.121 and 0.093 hartree in aug-cc-pVQZ); the second sign follows from $dA/d\tau=-S_s\le0$ with $A\to E_0$ as $\tau\to0$. The levels move as well, 2s from $-0.196$ to $-0.206$ and 2p from $-0.063$ to $-0.072$ hartree: $h$ depends on the occupations through $n$, so (12) cannot be applied exactly to ground-state levels. In this basis the shift is nearly rigid: (12) on the ground-state levels gives occupations 0.6506 and 0.1162 in place of 0.6525 and 0.1156, and $\mu=-0.165$ in place of $-0.174$ hartree. In aug-cc-pVQZ the shifts are larger, $-0.037$ hartree for 2s and $-0.035$ hartree for 2p.

At $\tau=0.004$ hartree, $A=-14.440265$ and $S_s=7.8\times10^{-6}$. Using the integer-occupation levels $-0.19579$ and $-0.06325$ with $g_L/g_H=3$, (16) gives $-0.12952-0.002\ln3=-0.13172$ hartree, the computed $\mu$, and $f_{2p}\approx e^{-(-0.06325+0.13172)/0.004}=3.7\times10^{-8}$. At $\tau=0.05$, with the 2s and 2p levels of the table, the same formula gives $-0.1390-0.0275=-0.1665$ hartree against the computed $-0.1741$; its condition fails there, since $1-f_{2s}=0.35$ is not small.

The program whose output follows asserts the entropy bound, the Gibbs and Mermin inequalities, the chain results and equations (8), (9) for $\alpha=0$, (11) and (13) to (16).

## Computed values

```
Chain (energies in t): t=1.0 V=2.0 tau=0.5 mu=1.0 v=[-0.5  0.5  0.   1. ]
exact n  = 0.82561 0.18461 0.63239 0.27949
KS n     = 0.82561 0.18461 0.63239 0.27949
v_H (t)  = 0.36922 2.91600 0.92820 1.26478
v_xc (t) = 0.19034 -0.94474 -0.13778 -0.59522
eps (t)  = -0.50361 0.10736 2.08217 3.30489
f        = 0.95290 0.85635 0.10300 0.00986
E_H = 0.89181 t, F_xc = -0.57253 t
Omega exact = -3.750819 t, Omega KS = -3.750819 t
S exact = 0.53684 kB, S_s = 0.98839 kB, dFxc/dtau = 0.45155 kB
Be LDA/6-31G: N=4, basis=9, grid 50x26, tau=0.050 Ha = 15789 K = 1.3606 eV
i  eps(Ha)  (eps-mu)/tau  f  s(f)(kB)  f(direct min)
1  -3.84978  -73.5132 1.000000 0.000000 1.0000
2  -0.20563   -0.6302 0.652532 0.645865 0.6525
3  -0.07236    2.0352 0.115559 0.357982 0.1156
4  -0.07236    2.0352 0.115559 0.357982 0.1156
5  -0.07236    2.0352 0.115559 0.357982 0.1156
6   0.24516    8.3856 0.000228 0.002141 0.0002
7   0.24516    8.3856 0.000228 0.002141 0.0002
8   0.24516    8.3856 0.000228 0.002141 0.0002
9   0.28305    9.1434 0.000107 0.001084 0.0001
mu = -0.174118 Ha = -4.7380 eV; dA/dN = -0.174118 Ha
2*sum f = 4.000000, grid integral of n = 4.00000, direct min N = 4.0000
Janak dE/df: 2s -0.205628 Ha, 2p -0.072359 Ha
T_s = 14.492677 Ha, E_ext = -33.442450 Ha
E_H = 7.124410 Ha, E_xc = -2.522028 Ha, int n v_xc = -3.316736 Ha
E = -14.347392 Ha, 2*sum f eps = -8.017690 Ha
S_s = 3.454637 kB, -dA/dtau = 3.454637 kB, tau*S_s = 0.172732 Ha
A = -14.520124 Ha = -395.113 eV; from eigenvalue sum -14.520124 Ha
mu*N = -0.696473 Ha, Omega_s (log sum) = -7.493949 Ha
Omega: SCF -13.8236508 Ha, direct min -13.8236508 Ha, start -6.3421 Ha
integer occupations: E0 = -14.440265 Ha, eps 2s -0.19579 Ha, 2p -0.06325 Ha
E-E0 = 0.092873 Ha = 2.5272 eV; A-E0 = -0.079859 Ha = -2.1731 eV
tau=0.004 Ha: A = -14.440265 Ha, S_s = 7.77e-06 kB, f(2p) = 3.69e-08
  mu = -0.131717 Ha, midgap - (tau/2) ln 3 = -0.131717 Ha
```
